\section*{Longitudinal and transverse diffusion of hot electrons with energy-dependent mobility}

\section{A forward fluctuation and its energy}

\textbf{Q.} I release a narrow packet of electrons in a strong field and watch it spread. In a crystal plane where both directions have the same effective mass, the packet spreads less along the field than across it. The scattering has no preferred direction. What distinguishes the two axes?

\textbf{A.} Work. Let the force $F=eE$ point along $+z$, the direction in which the electrons drift; $e>0$ is the elementary charge. An electron that by chance moves an extra distance $\delta z$ forward gains an extra energy $F\,\delta z$. A sideways excursion gains nothing. If hotter electrons drift more slowly, the forward excursion is followed by a lag, which cancels part of it. A backward excursion cools the electron, which then drifts faster and catches up.

\textbf{Q.} But heating also adds randomness: energy fluctuations make the drift velocity fluctuate. Why should that not widen the packet along the field?

\textbf{A.} It does, so the sign needs a calculation. I take one parabolic valley, nondegenerate electrons, and scattering that randomises direction in a time $\tau(\varepsilon)$ while changing the energy little per collision. The mass along the field is $m$, and the transverse direction we compare with has the same mass.

On an energy shell the distribution is nearly uniform, with value $f(z,\varepsilon,t)$. Since $\partial f/\partial p_z=v_z\,\partial f/\partial\varepsilon$, the Boltzmann equation gives the small directed part
\begin{equation}
f_1=-\tau v_z\,\mathcal D f,\qquad \mathcal D=\partial_z+F\partial_\varepsilon ,
\end{equation}
when $f$ varies little during $\tau$ and higher angular parts are dropped. The shell average of $v_z^2$ is $2\varepsilon/3m$. With the density of states $g\propto\varepsilon^{1/2}$, the particle current per unit energy is therefore
\begin{equation}
J=g\,\overline{v_zf_1}=-gD\,\mathcal Df,\qquad D(\varepsilon)=\frac{2\varepsilon\tau}{3m}.
\end{equation}
The field turns this current into a current $FJ$ along the energy axis. The lattice, at temperature $T$, adds the energy current $-gA(f+kT\partial_\varepsilon f)$, which vanishes for a Maxwell distribution; $A>0$ is a friction coefficient. Conservation of electrons gives
\begin{equation}
g\,\partial_tf=\mathcal D\,[gD\,\mathcal Df]+\partial_\varepsilon[gA(f+kT\partial_\varepsilon f)].
\label{joint}
\end{equation}
The combination $\mathcal D$ expresses the locking of steps in $z$ to steps in energy.

\section{Drift at a given energy}

\textbf{Q.} What is the steady state, and what does ``mobility decreases with energy'' mean here?

\textbf{A.} In a uniform steady state the total energy current is zero. A prime denotes $d/d\varepsilon$:
\begin{equation}
Bf_0'=-Af_0,\qquad B=DF^2+AkT .
\label{steady}
\end{equation}
I normalise $\int g f_0\,d\varepsilon=1$ and write $\langle X\rangle=\int gXf_0\,d\varepsilon$. Integrating $J$ over energy, then by parts, gives the drift velocity
\begin{equation}
v=-F\!\int\! gDf_0'\,d\varepsilon=F\!\int (gD)'f_0\,d\varepsilon=\langle u\rangle,
\end{equation}
where, because $gD\propto\varepsilon^{3/2}\tau$,
\begin{equation}
u(\varepsilon)=\frac{F(gD)'}{g}=\frac{F\tau}{m}\left(1+\frac23\frac{d\ln\tau}{d\ln\varepsilon}\right).
\end{equation}
This $u$ is the mean rate at which electrons that start at energy $\varepsilon$, with random directions, advance over their next few collisions; the relevant mobility is $eu/F$. It differs from the mean velocity of the electrons found at $\varepsilon$ in the steady state, $J/(gf_0)=-FDf_0'/f_0$, which also reflects how they arrived at that energy. Averaged over all energies, both give $v$. Across the field there is no drift at any energy and no work, so $D_T=\langle D\rangle$.

\textbf{Q.} Can you show that forward fluctuations really leave electrons hotter, after the lattice has had time to cool them?

\textbf{A.} Start all electrons at $z=0$ with the steady energy distribution. Let $R(\varepsilon)$ be the long-time mean of $z-vt$ among electrons that now have energy $\varepsilon$. Then $M=\int zf\,dz=f_0(vt+R)$. Multiply (\ref{joint}) by $z$ and integrate over $z$. Each $z$-derivative is moved by parts, giving
\begin{equation}
g\,\partial_tM=-FgDf_0'-F(gDf_0)'+(gBM'+gAM)'.
\end{equation}
By (\ref{steady}), the last bracket equals $gBf_0R'$. On the left stands $vgf_0$. Also $FgDf_0'=F(gDf_0)'-ugf_0$, so
\begin{equation}
(gBf_0R')'=2F(gDf_0)'-(u-v)gf_0 .
\end{equation}
Integrating from zero energy, where the currents vanish,
\begin{equation}
R'=\frac{2FD}{B}-\frac{Q}{gBf_0},\qquad
Q(\varepsilon)=\int_0^\varepsilon(u-v)gf_0\,d\varepsilon_1 .
\label{heat}
\end{equation}
The first term is the heating of electrons that have run ahead. The second describes the drift they had on the way. I will show below that the sum is positive for the scattering that concerns us.

\section{How much of a forward step survives}

\textbf{Q.} Now follow such an electron into the future. How far does it fall back?

\textbf{A.} For any function $\phi(z,\varepsilon)$, multiply (\ref{joint}) by $\phi$ and integrate by parts until no derivative acts on $f$. The result is $d\langle\phi\rangle/dt=\langle\mathcal L\phi\rangle$, with the average over the current distribution and
\begin{equation}
\mathcal L\phi=\frac1g\mathcal D[gD\,\mathcal D\phi]+\frac1g\partial_\varepsilon[gAkT\,\partial_\varepsilon\phi]-A\,\partial_\varepsilon\phi .
\end{equation}
For $\phi=z$ this gives $\mathcal Lz=u$. For a function $\chi(\varepsilon)$, equation (\ref{steady}) lets us combine the terms:
\begin{equation}
\mathcal L\chi=\frac{(gB\chi')'}{g}-A\chi'=\frac{(gBf_0\chi')'}{gf_0}.
\end{equation}
Choose $\chi$ so that $\mathcal L(z+\chi)=v$. Then
\begin{equation}
(gBf_0\chi')'=-(u-v)gf_0\quad\Rightarrow\quad gBf_0\chi'=-Q .
\end{equation}
The mean of $z+\chi-vt$ is now constant in time, whatever the starting energy. Hence $\chi(\varepsilon)-\langle\chi\rangle$ is the mean lead that an electron starting at $\varepsilon$ will eventually acquire. A forward step $dz$ raises the energy by $F\,dz$ and changes the future lead by $\chi'F\,dz$. Its lasting value is $(1-\lambda)\,dz$, with the payback fraction
\begin{equation}
\lambda=-F\chi'=\frac{FQ}{gBf_0}.
\end{equation}

\textbf{Q.} And the width of the packet?

\textbf{A.} Put $Y=z+\chi$. Applying the product rule to $\mathcal L(Y^2)$ gives
\begin{equation}
\mathcal L(Y^2)=2Y\mathcal LY+2D(\mathcal DY)^2+2AkT(\partial_\varepsilon Y)^2 .
\end{equation}
Since $\mathcal LY=v$, the first term contributes $2v\langle Y\rangle$ to $d\langle Y^2\rangle/dt$. It cancels against $d\langle Y\rangle^2/dt=2v\langle Y\rangle$. With $\mathcal DY=1+F\chi'=1-\lambda$ and $\partial_\varepsilon Y=-\lambda/F$, half the growth rate of the variance of $Y$ is
\begin{equation}
D_L=\langle D(1-\lambda)^2\rangle+\frac{\langle AkT\lambda^2\rangle}{F^2}.
\label{dl}
\end{equation}
This is also the diffusion coefficient of $z$: the variance of $\chi$ stays bounded, so its covariance with $z$ grows no faster than $t^{1/2}$. Expanding the square and using $B=DF^2+AkT$,
\begin{equation}
D_L=D_T-2\langle D\lambda\rangle+\frac{\langle B\lambda^2\rangle}{F^2}.
\label{split}
\end{equation}
The middle term is the feedback from velocity to heating to mobility. The last is your objection: energy noise turned into displacement noise.

\section{Which term wins}

\textbf{Q.} Is a falling mobility enough to make the feedback win?

\textbf{A.} It fixes the sign of the feedback. If $u$ falls with energy, $u-v$ is positive at low energy and negative at high energy. Since $Q$ vanishes at both ends, $Q\ge0$ and $\lambda\ge0$. To bound the noise I also assume that $A$ and $D$ do not decrease with energy. Integrating the first part of $Q$ by parts and using (\ref{steady}),
\begin{align}
Q&=FgDf_0-F\int_0^\varepsilon gDf_0'\,d\varepsilon_1-v\int_0^\varepsilon gf_0\,d\varepsilon_1\nonumber\\
&=FgDf_0+\int_0^\varepsilon(w-v)gf_0\,d\varepsilon_1,\\
w&=\frac{FDA}{B}=\frac{F}{F^2/A+kT/D}.
\end{align}
Here $w$ does not decrease with energy, and $\langle w\rangle=v$ because $Q$ and $gDf_0$ vanish at infinity. The last integral is therefore never positive, so
\begin{equation}
0\le\lambda\le\frac{DF^2}{B}\le1 .
\end{equation}
This gives $B\lambda^2/F^2\le D\lambda$, and (\ref{split}) becomes
\begin{equation}
D_L\le D_T-\langle D\lambda\rangle<D_T .
\end{equation}
The same bound in (\ref{heat}) gives $R'\ge FD/B>0$: electrons that have run ahead are indeed hotter on average.

\textbf{Q.} What if the mobility does not fall?

\textbf{A.} If $\tau$ is constant, $u=v$ at every energy, so $\lambda=0$ and $D_L=D_T$ even for very hot electrons. Heating alone does not separate the axes. If $u$ rises with energy, $\lambda\le0$ and both corrections in (\ref{split}) are positive, so $D_L>D_T$. If $u$ falls but $A$ or $D$ also falls, the bound is lost and (\ref{dl}) must be evaluated.

\section{Acoustic phonons, weak and strong fields}

\textbf{Q.} Does ordinary acoustic scattering meet those conditions?

\textbf{A.} Yes. With many thermal phonons per mode, the final momentum is nearly uniform over the shell and $\tau=\tau_0x^{-1/2}$, where $x=\varepsilon/kT$. A phonon has energy $s|\mathbf p-\mathbf p'|$, with $s$ the sound speed. For independent initial and final directions the mean of $|\mathbf p-\mathbf p'|^2$ is $2\sum_i m_i(2\varepsilon/3)=4\bar m\varepsilon$, where $\bar m$ is the mean of the three principal masses. Half the mean squared energy change per unit time is
\begin{equation}
AkT=\frac{2\bar ms^2\varepsilon}{\tau}.
\end{equation}
Thus $A\propto\varepsilon^{3/2}$, $D\propto\varepsilon^{1/2}$ and $u=2F\tau/3m\propto\varepsilon^{-1/2}$. The ratio of field heating to lattice exchange is
\begin{equation}
\frac{DF^2}{AkT}=\frac{\alpha}{x},\qquad \alpha=\frac{F^2\tau_0^2}{3m\bar ms^2}.
\end{equation}
Equation (\ref{steady}) becomes $d\ln f_0/dx=-x/(x+\alpha)=-1+\alpha/(x+\alpha)$, so $f_0\propto e^{-x}(x+\alpha)^\alpha$.

In a weak field $Q\propto F$, while $B$ tends to $AkT$, so $\lambda\propto F^2$ at fixed energy. Both corrections in (\ref{split}) then start at order $F^2$. In a strong field, $\alpha\gg1$, lattice heating drops out of $B$ and $f_0\propto e^{-y^2/2}$ with $y=x/\sqrt\alpha$. Since $gD\propto y$,
\begin{align}
\lambda(y)&=\frac{e^{y^2/2}}{y}\int_0^y(1-c\sqrt{y_1})e^{-y_1^2/2}dy_1,\\
\frac{D_L}{D_T}&=\int_0^\infty ye^{-y^2/2}(1-\lambda)^2dy ,
\end{align}
where $c$ makes the first integral vanish at infinity. Field, temperature and masses have disappeared: the ratio tends to a pure number. The integrals give 0.491; at $\alpha=10^4$ equation (\ref{dl}) gives 0.495.

\section{A strained silicon layer at 50 K}

\textbf{Q.} Please put numbers on it.

\textbf{A.} Take high-purity silicon under biaxial tension, with electrons in the two valleys normal to the plane. The in-plane mass is $0.19\,m_e$ in both directions and the normal mass $0.92\,m_e$, so $\bar m=0.433\,m_e$. I keep acoustic scattering only. Rough inputs are $s=9\times10^5$ cm/s, low-field mobility $\mu_0=4\times10^4$ cm$^2$/Vs and $E=60$ V/cm. I assume enough strain to empty the other four valleys and a layer thick enough for bulk motion. These demands conflict, because a thick strained layer relaxes through dislocations; a bulk crystal compressed along the normal gives the same valley order without that limit. At 50 K there is also only about one thermal phonon per relevant mode, not many, so the equipartition rate used here is approximate: with the full phonon occupation and energy exchange, the total scattering rate is about 3\% lower.

At low field $\langle x^{-1/2}\rangle=2/\sqrt\pi$, so $\mu_0=4e\tau_0/(3\sqrt\pi m)$ and $\tau_0=5.74$ ps. Then $F\tau_0/m=1.33\,\mu_0E=3.19\times10^6$ cm/s, and
\begin{equation}
\alpha=\frac{0.19}{3\times0.433}\left(\frac{3.19\times10^6}{9\times10^5}\right)^2\simeq1.84 .
\end{equation}
The mean energy rises from 6.5 to 10.5 meV, and the mobility falls to $2.9\times10^4$ cm$^2$/Vs. Equation (\ref{split}) reads, in cm$^2$/s and with extra digits kept only so that the sum can be checked,
\begin{equation}
D_L=223.0-80.6+18.2=160.6,\qquad D_L/D_T=0.72 .
\end{equation}
In m$^2$/s, $D_L=0.0161$ and $D_T=0.0223$. A 100 nm forward step adds 0.60 meV. At the mean energy $\lambda=0.16$, so about 16 nm of that step is later lost.

\textbf{Q.} Is $D_L$ falling with field, or is $D_T$ rising?

\textbf{A.} Mostly the latter, with lattice temperature held fixed. The equilibrium value for both is $\mu_0kT/e=172$ cm$^2$/s. At 60 V/cm $D_T$ is 29\% above it and $D_L$ 7\% below. Heating enlarges the random steps in both directions, but payback removes the gain along the field. The ratio is 0.966 at 10 V/cm and 0.902 at 20 V/cm. Its deficit grows 2.9-fold, not fourfold. The leading weak-field order, $1-D_L/D_T\simeq0.83\,\alpha$, is good to 2\% only up to about 2 V/cm; it overestimates the deficit by about a quarter at 10 V/cm and by about 70\% at 20 V/cm.

\textbf{Q.} What supports the formula besides the derivation?

\textbf{A.} One test took the slowest mode $e^{ikz}$ of (\ref{joint}) at small $k$ and read $D_L$ from its decay. It gave the same ratio, 0.720. For $\tau\propto\varepsilon^{0.2}$ and $\alpha=0.3$, a rising mobility, both routes gave 1.15. A second test followed individual electrons colliding with phonons of finite energy, without assuming a nearly uniform shell. It gave $D_L/D_T=0.742$ with standard error 0.011.

That simulation also tested the causal chain, through linear fits over windows of about $25\tau_0$. Electrons starting 1 meV hotter later lagged by 24 nm (theory 25 nm). Electrons ending 1 meV hotter had run ahead by 108 nm (theory 105 nm).

\textbf{Q.} Would my device show 0.72?

\textbf{A.} The inputs resemble a pure, cold time-of-flight sample, not a room-temperature transistor; the mobility is far above that of such a channel. Even there, 0.72 belongs to the acoustic model. Silicon also has phonons of about 12 and 18.5 meV that move electrons between the two valleys. A sizeable share of the heated electrons can emit them. With commonly used couplings of $0.5$ and $0.8\times10^8$ eV/cm and the same acoustic $\tau_0$, they take up about 40\% of the field power, lower the mean energy to about 9.2 meV and raise the ratio to about 0.76; these couplings are uncertain, and tripling the rates gives 0.79. The sound speed matters too: the value used is that of longitudinal waves, and an average over wave types, about $6.6\times10^5$ cm/s, would lower the acoustic ratio to 0.67. The simulation includes finite phonon energy and the fuller angular distribution. Its ratio of 0.74 lies only two standard errors above 0.72, and its finite observation window also raises the ratio by about 0.01, so the size of these two effects is not resolved. Taking a rough 60 meV optical phonon and a 1 ps emission time, optical emission from the tail of $f_0$ would remove about 4\% of the field power. This is an overestimate, because emission also depletes that tail. The share grows with field and temperature. At the assumed $10^{12}$ electrons per cm$^3$, the estimated Coulomb rate is 1\% of the energy-relaxation rate. It grows somewhat more slowly than the density, because the Coulomb logarithm falls, and reaches about 60\% near $10^{14}$ cm$^{-3}$, where $f_0$ must be recalculated. Gated channels generally lie beyond that point. The width of a packet has a much stricter limit, its own space charge. With permittivity $\epsilon$ and density $n_e$, the dielectric relaxation time $\epsilon/(n_ee\,dv/dE)$ is about 0.3 ns at $10^{12}$ cm$^{-3}$, against 17 ns for a 300 $\mu$m transit, so a packet of that density wider than about 2 $\mu$m spreads mainly by repulsion. To show $D_L$ and $D_T$ over such a transit, the packet should stay below about $10^{10}$ cm$^{-3}$.

Unstrained silicon breaks the single-mass assumption. Suppose electrons switch between two groups of valleys that hold fractions $n$ and $1-n$ of them and whose drift velocities along the field differ by $\Delta v$. If the memory of the group decays in a time $\tau_v$, the switching adds $n(1-n)(\Delta v)^2\tau_v$ to $D_L$. That can offset the payback. Polar optical scattering in III--V materials can exchange an energy comparable to the electron's own in a single collision. Equation (\ref{joint}) does not describe that case, so the sign there needs a separate calculation. The numerical output lists the remaining values.

\section*{Table of computed values}
\begin{verbatim}
temperature 50 K, kT 4.309 meV, field 60 V/cm
masses m_t 0.19, m_l 0.92 m_e
sound speed 9.0e+05 cm/s
low-field mobility 40000 cm2/Vs
tau0 5.74 ps, length unit 513 nm
heating parameter alpha 1.837
phonon-energy parameter 2 m s^2/kT: mean 0.093, m_l 0.197
mean energy 10.45 meV (equilibrium 6.46 meV)
drift velocity 1.768e+06 cm/s
mobility at this field 29464 cm2/Vs
D_T 223.0 cm2/s = 0.02230 m2/s
D_L 160.6 cm2/s = 0.01606 m2/s
D_L/D_T 0.720
feedback term -2<D lam> -80.6 cm2/s
energy-noise term <B lam^2>/F^2 18.2 cm2/s
payback fraction at mean energy 0.162
100 nm forward step: energy gain 0.60 meV
100 nm forward step: later loss 16.2 nm
field V/cm, drift cm/s, D_T cm2/s, D_L cm2/s, D_L/D_T:
  10  3.898e+05  175.4  169.4  0.966
  20  7.387e+05  182.9  164.9  0.902
  40  1.311e+06  202.4  160.1  0.791
  60  1.768e+06  223.0  160.6  0.720
exponent s (tau ~ eps^-s), alpha, D_L/D_T formula, eigenvalue:
  +0.50  1.84  0.7202  0.7202
  +0.25  1.84  0.8051  0.8051
  +0.00  1.84  1.0000  0.9999
  -0.20  0.3  1.1513  1.1511
  +0.50  1e+04  0.4949  0.4949
simulation with inelastic phonons:
  drift 1.784e+06 cm/s, mean energy 10.75 meV
  D_T 217.0 cm2/s, D_L 161.0 cm2/s
  D_L/D_T 0.742, standard error 0.011
later displacement per starting energy, nm/meV:
  theory -25.3, simulation -24.4
past displacement per final energy, nm/meV:
  theory 105.1, simulation 108.0
neglected effects (rough inputs):
  optical phonon 60 meV, emission time 1 ps
  electrons above it 6.9e-05, loss/field power 0.039
  electrons above side valleys at 150 meV 4.0e-13
  density 1e+12 cm-3, density/band density 1.6e-06
  Coulomb rate/energy relaxation rate 0.010
  nonparabolicity 0.5 1/eV: mass change 0.010
\end{verbatim}
